The massless one-loop triangle with three off-shell legs

**Problem**

Three massless scalar propagators form a loop, and momenta p₁, p₂, p₃ with p₁ + p₂ + p₃ = 0 enter at its corners. Work in four Euclidean dimensions with ħ = c = 1. Let v₁, v₂, v₃ be points whose differences are the external momenta, and write

P₁ = (v₂ − v₃)², P₂ = (v₃ − v₁)², P₃ = (v₁ − v₂)²

for the squared momenta, all positive. The momenta are thus the sides of a triangle, and Pᵢ belongs to the side opposite vᵢ. The loop integral is

C = ∫ d⁴k/π² · 1/[(k − v₁)² (k − v₂)² (k − v₃)²].

The Källén function is

λ = P₁² + P₂² + P₃² − 2P₁P₂ − 2P₂P₃ − 2P₃P₁.

(a) Reduce C to an integral over two Feynman parameters, and then to a single integral.

(b) For λ < 0, show that C = 4D(z)/√(−λ), where D is the Bloch-Wigner dilogarithm

D(z) = Im Li₂(z) + arg(1 − z) ln|z|

and z is a complex ratio to be found. Arguments lie between −π and π.

(c) Show that C = (4/√3) Cl₂(π/3)/p² = 2.3439/p² when P₁ = P₂ = P₃ = p², where Cl₂(θ) = Σ sin(nθ)/n², summed over n ≥ 1. Evaluate C also for (P₁, P₂, P₃) = (2, 3, 4) M², with M an arbitrary momentum scale.

(d) What replaces the result for λ ≥ 0, and what happens when one leg goes on shell?

(e) What is the symmetric value in Minkowski space?

**Solution**

**(a) From the loop to one integral**

The integral converges. At large k the measure k³dk meets an integrand falling as k⁻⁶. At distance r from one of the points vᵢ, the measure r³dr meets 1/r². No regulator is needed.

Write each propagator as 1/A = ∫₀^∞ ds exp(−sA) and set sᵢ = σαᵢ with Σαᵢ = 1. The measure becomes σ²dσ times the measure on the αᵢ, and ∫₀^∞ σ² exp(−σX) dσ = 2/X³. Hence

1/(A₁A₂A₃) = 2 ∫ dα δ(1 − Σαᵢ) / (α₁A₁ + α₂A₂ + α₃A₃)³.

For Aᵢ = (k − vᵢ)², completing the square with V = Σαᵢvᵢ gives

Σαᵢ(k − vᵢ)² = (k − V)² + F, F = Σαᵢvᵢ² − V².

Because Σαᵢ = 1, F is the sum of αᵢαⱼ(vᵢ − vⱼ)² over pairs:

F = α₁α₂P₃ + α₂α₃P₁ + α₃α₁P₂.

All integrands are positive, so the integrations may be interchanged. Shift k by V and use d⁴k = 2π²k³dk, then s = k²:

∫ d⁴k/(k² + F)³ = π² ∫₀^∞ s ds/(s + F)³ = π² [1/F − 1/(2F)] = π²/(2F).

The factor 2 from the parameters cancels the ½, and

C = ∫ dα δ(1 − Σαᵢ) / F.

To remove the delta function, put α₁ = a/N, α₂ = b/N, α₃ = 1/N with N = 1 + a + b, where a and b run from 0 to ∞. The Jacobian is

[(N − a)(N − b) − ab]/N⁴ = N(N − a − b)/N⁴ = 1/N³,

while F = (abP₃ + bP₁ + aP₂)/N². With x = P₁/P₃ and y = P₂/P₃, the dimensionless function Φ = P₃C is

Φ = ∫₀^∞ da ∫₀^∞ db 1/[(1 + a + b)(ab + xb + ya)].

For the b integral, write the second factor as (a + x)b + ya and use partial fractions:

1/[(b + 1 + a)((a + x)b + ya)] = (1/Q) [(a + x)/((a + x)b + ya) − 1/(b + 1 + a)],

Q = (1 + a)(a + x) − ya = a² + (1 + x − y)a + x.

The bracket integrates to the logarithm of ((a + x)b + ya)/(b + 1 + a). This ratio is a + x at b = ∞ and ya/(1 + a) at b = 0. Therefore

Φ = ∫₀^∞ da (1/Q) ln[(1 + a)(a + x)/(ya)].

**(b) The Källén root and the dilogarithm**

Factor Q = (a + z)(a + z̄), which requires z + z̄ = 1 + x − y and zz̄ = x. Then (1 − z)(1 − z̄) = 1 − (1 + x − y) + x = y, so

x = zz̄, y = (1 − z)(1 − z̄).

The difference of the roots follows from

(z − z̄)² = (1 + x − y)² − 4x = 1 + x² + y² − 2x − 2y − 2xy = λ/P₃².

For λ < 0 the roots are complex conjugates. Choosing Im z > 0,

z = (P₃ + P₁ − P₂)/(2P₃) + i√(−λ)/(2P₃).

The sign of λ has a geometric meaning. If e and f are the sides of lengths √P₃ and √P₂ leaving v₁, then e·f = (P₂ + P₃ − P₁)/2, and

16(area)² = 4[e²f² − (e·f)²] = 4P₂P₃ − (P₂ + P₃ − P₁)² = −λ.

A non-degenerate triangle of real Euclidean momenta therefore has λ < 0.

Now split the logarithm:

ln[(1 + a)(a + x)/(ya)] = ln(1 + a) + ln(1 + x/a) − ln y.

The first two terms contribute equally. To see this, substitute a = x/c in the second. Since x + zc = z(c + z̄),

|a + z|² = x|c + z|²/c², |da| = x dc/c²,

so da/|a + z|² becomes dc/|c + z|², with limits again 0 and ∞, and ln(1 + x/a) becomes ln(1 + c). Thus

Φ = 2L − K ln y, K = ∫₀^∞ da/|a + z|², L = ∫₀^∞ da ln(1 + a)/|a + z|².

The integral K is an arctangent:

K = (1/Im z)[π/2 − arctan(Re z/Im z)] = arg z/Im z.

In L, put u = 1/(1 + a) and w = 1 − z. Then ln(1 + a) = −ln u, |da| = du/u² and a + z = (1 − wu)/u, so that

L = −∫₀¹ du ln u/[(1 − wu)(1 − w̄u)].

The identity w/(1 − wu) − w̄/(1 − w̄u) = (w − w̄)/[(1 − wu)(1 − w̄u)] turns this into

L = (1/Im w) Im[−∫₀¹ du ln u · w/(1 − wu)].

Integrate by parts, using w/(1 − wu) = −d ln(1 − wu)/du. The boundary terms vanish, and s = wu gives

−∫₀¹ du ln u · w/(1 − wu) = −∫₀¹ du ln(1 − wu)/u = −∫₀^w ds ln(1 − s)/s = Li₂(w).

The last equality is the definition of Li₂ in the plane cut along the real axis from 1 to ∞. Since Im w = −Im z,

L = −Im Li₂(1 − z)/Im z.

With ln y = 2 ln|1 − z|, the pieces combine to

Φ = −(2/Im z)[Im Li₂(1 − z) + arg z ln|1 − z|] = −2D(1 − z)/Im z.

It remains to relate D(1 − z) to D(z). Consider

R(z) = Li₂(z) + Li₂(1 − z) + ln z ln(1 − z).

Its derivative is

−ln(1 − z)/z + ln z/(1 − z) + ln(1 − z)/z − ln z/(1 − z) = 0,

so R is constant. It is real for 0 < z < 1, hence its imaginary part vanishes throughout the upper half plane:

Im Li₂(z) + Im Li₂(1 − z) + ln|z| arg(1 − z) + arg z ln|1 − z| = 0.

This says D(1 − z) = −D(z). Therefore Φ = 2D(z)/Im z, and with Im z = √(−λ)/(2P₃),

C = 2D(z)/(P₃ Im z) = 4D(z)/√(−λ).

The defining integral does not distinguish the legs, so any of them may serve as P₃. A different choice in general changes z, but λ is symmetric in the legs, so D(z) stays the same.

**(c) Two triangles**

At the symmetric point x = y = 1 and λ = −3p⁴, so z = ½ + i√3/2 = exp(iπ/3). Here |z| = 1 and the logarithm in D vanishes. Expanding ln(1 − s) in the definition of Li₂ gives Li₂(z) = Σ zⁿ/n², which converges absolutely on the unit circle. Hence

D(z) = Σ sin(nπ/3)/n² = Cl₂(π/3) = 1.014942,

C = 4 Cl₂(π/3)/(√3 p²) = 2.3439/p².

The first twelve terms of the series sum to 1.0092, about 0.6 % below the limit.

The size of the result can be understood from the parameter integral. With equal invariants, F = p²(α₁α₂ + α₂α₃ + α₃α₁) is at most p²/3, reached at αᵢ = 1/3. The parameter region has measure ½, so C must exceed 3/(2p²). The rest comes from the region away from the centre, where F is smaller.

For (2, 3, 4) M², x = 0.5 and y = 0.75. The Källén function is

λ = (4 + 9 + 16 − 12 − 24 − 16) M⁴ = −23 M⁴,

so √(−λ) = 4.795832 M² and z = 0.375 + 0.599479 i. The dilogarithm has Im Li₂(z) = 0.698427, and the other factors are arg(1 − z) = −0.764559 and ln|z| = −0.346574. Thus

D(z) = 0.698427 + (−0.764559)(−0.346574) = 0.963403,

C = 4 × 0.963403/(4.795832 M²) = 0.80353 M⁻².

Direct quadrature of the four-dimensional momentum integral, which uses neither Feynman parameters nor dilogarithms, gives 2.34390724 M⁻² for p² = M² and 0.80353397 M⁻² for the scalene triangle. Both agree with the closed form to every printed digit; the numerical output lists the intermediate integrals too.

The scalene value is larger than that of an equilateral triangle with the same mean invariant, 2.3439/(3 M²) = 0.7813 M⁻². This ordering is general. F is linear in the Pᵢ and 1/F is convex, so C is a convex function of the three invariants. Averaging the invariants over cyclic permutations cannot raise C, and C itself is unchanged by each permutation.

**(d) Beyond the real triangle**

For λ > 0 no Euclidean triangle exists, but the parameter integral still defines C for positive Pᵢ. Call the largest invariant P₃, so x ≤ 1 and y ≤ 1. The roots are now real and unequal; let z be the larger and z̄ the smaller, no longer a conjugate. Their product x is positive and their sum 1 + x − y is positive, so both exceed 0. The same argument for 1 − z and 1 − z̄, with product y and sum 1 − x + y, puts both below 1.

The reduction in (a) and the inversion a → x/a remain valid. Partial fractions with real roots give

K = ln(z/z̄)/(z − z̄), L = −[Li₂(1 − z) − Li₂(1 − z̄)]/(z − z̄).

Insert these in Φ = 2L − K ln y and eliminate Li₂(1 − z) and Li₂(1 − z̄) with the constancy of R. The constant cancels in the difference. The products of logarithms that remain are

2 ln z ln(1 − z) − 2 ln z̄ ln(1 − z̄) − [ln(1 − z) + ln(1 − z̄)][ln z − ln z̄]
= [ln z + ln z̄][ln(1 − z) − ln(1 − z̄)].

Hence

Φ = {2Li₂(z) − 2Li₂(z̄) + ln(zz̄) ln[(1 − z)/(1 − z̄)]}/(z − z̄).

This is the continuation of the result in (b). It is not D evaluated at a real argument, which would vanish. For (1, 1, 9) M², λ = 45 M⁴, the roots are 0.872678 and 0.127322, and C = 0.95872 M⁻², in agreement with the parameter integral.

At λ = 0 the momenta are collinear and the roots meet at a value r. Set z = r + ε and z̄ = r − ε. To first order in ε, the dilogarithms contribute −4ε ln(1 − r)/r to the numerator, and the product of logarithms contributes (2 ln r)(−2ε/(1 − r)). Dividing by z − z̄ = 2ε,

Φ → −2 ln(1 − r)/r − 2 ln r/(1 − r).

An imaginary ε gives the same limit from the side λ < 0. The Källén root in the denominator therefore produces no pole here, because the numerator vanishes with it. For (1, 1, 4) M², r = ½ and Φ = 8 ln 2, so C = 2 ln 2 M⁻² = 1.38629 M⁻².

Now let P₁ → 0 at fixed P₂ < P₃, so that one leg approaches its mass shell. Then x → 0, z̄ → 0 and z → 1 − y, and

Φ ≈ [2Li₂(1 − y) + ln x ln y]/(1 − y).

This diverges logarithmically. The origin is visible in F = α₂α₃P₁ + α₁(α₂P₃ + α₃P₂): at P₁ = 0 it vanishes along the whole edge α₁ = 0, and ∫dα₁/α₁ diverges there. With all three legs off shell, F vanishes only at the corners of the parameter region, where the singularity is integrable. The result is finite in four dimensions for that reason.

**(e) Minkowski space**

Take the metric (+, −, −, −), measure d⁴l/(iπ²), denominators (l − qᵢ)² + i0, and external invariants sᵢ, labelled as the Pᵢ were. Combining denominators gives l² + S + i0 after the shift, with

S = α₁α₂s₃ + α₂α₃s₁ + α₃α₁s₂.

The Wick rotation l⁰ = ik₄ gives d⁴l = i d⁴k and l² = −k². The cubed denominator becomes −(k² − S − i0)³, and the integral in (a) with F replaced by −S − i0 yields

C₀ = −∫ dα δ(1 − Σαᵢ)/(−S − i0) = ∫ dα δ(1 − Σαᵢ)/(S + i0).

For s₁ = s₂ = s₃ = s, S has one sign and vanishes only at the integrable corners, so the i0 may be dropped:

C₀ = (4/√3) Cl₂(π/3)/s = 2.3439/s.

In the spacelike case s = −p², so C₀ = −C. For timelike s the formula gives the value of the parameter integral as a function of the invariants, but no real momenta realise that point. From s₃ = s₁ + s₂ + 2p₁·p₂ one has λ = 4[(p₁·p₂)² − s₁s₂], and in the rest frame of a timelike p₁, (p₁·p₂)² = s₁E₂² ≥ s₁s₂, so λ ≥ 0, whereas equal invariants give λ = −3s² < 0. If the invariants have different signs, S changes sign inside the parameter region; the i0 must then be kept, and the positive-integrand argument used above no longer applies.

Computed results

```
SYMMETRIC POINT, P1, P2, P3 [M^2]: 1.0 1.0 1.0
lambda [M^4] = -3.000000
z [1] = 0.500000 + 0.866025 i
Cl2(pi/3), first 12 terms [1] = 1.009152
Cl2(pi/3), 60000 terms [1] = 1.01494161
D(z) from dilogarithm [1] = 1.01494161
C closed form [M^-2] = 2.34390724
C momentum quadrature [M^-2] = 2.34390724
C parameter integral [M^-2] = 2.34390724
SCALENE TRIANGLE, P1, P2, P3 [M^2]: 2.0 3.0 4.0
x, y [1] = 0.500000, 0.750000
lambda [M^4] = -23.000000
sqrt(-lambda) [M^2] = 4.795832
triangle area [M^2] = 1.198958
z [1] = 0.375000 + 0.599479 i
arg z [rad] = 1.011806
integral of 1/|a+z|^2 [1] = 1.687810
integral of ln(1+a)/|a+z|^2 [1] = 1.364292
integral of ln(1+x/a)/|a+z|^2 [1] = 1.364292
Im Li2(1-z) [1] = -0.817864
Im Li2(z) [1] = 0.698427
arg(1-z) [rad] = -0.764559
ln|z| [1] = -0.346574
D(z) [1] = 0.963403
C closed form [M^-2] = 0.80353397
C momentum quadrature [M^-2] = 0.80353397
C parameter integral [M^-2] = 0.80353397
COLLINEAR CASE, P1, P2, P3 [M^2]: 1.0 1.0 4.0
lambda [M^4] = 0.000000, double root r [1] = 0.500000
C limit formula [M^-2] = 1.38629436
C parameter integral [M^-2] = 1.38629436
REAL-ROOT CASE, P1, P2, P3 [M^2]: 1.0 1.0 9.0
lambda [M^4] = 45.000000
z, zbar [1] = 0.872678, 0.127322
C real dilogarithms [M^-2] = 0.95872499
C parameter integral [M^-2] = 0.95872499
```
